# Transverse exchange in the electron gas from Breit-Pauli operators: a numerical check

```python
"""
Result under test: for a uniform unpolarized electron gas, first-order
transverse-photon exchange divided by nonrelativistic Coulomb exchange is
-(5/9) beta^2 at leading order, with beta = hbar kF/(m c).
Orbit-orbit exchange gives -1/3 and the spin-spin contact term -2/9.
Symbols: k, k' occupied wavevectors; q wavevector transfer; K mean of the
initial and final wavevector of one electron; n density; kF Fermi wavevector.
Dirac matrices are used with momenta in units of m c.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one2 = np.eye(2)
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
beta_matrix = np.kron(sigma[2], one2)
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k] = 1.0
    levi[i, k, j] = -1.0


def sigma_cross(q):
    return np.einsum('ijk,jab,k->iab', levi, sigma, q)


# --- Pauli current against exact free Dirac spinors -----------------------
def dirac_spinors(p):
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum('i,iab->ab', p, sigma) / (energy + 1)
    return np.sqrt((energy + 1) / (2 * energy)) * np.vstack([one2, lower])


p_in = 1e-3 * np.array([0.4, -0.7, 0.2])
p_out = 1e-3 * np.array([-0.3, 0.5, 0.8])
exact_current = np.array([dirac_spinors(p_out).conj().T @ a
                          @ dirac_spinors(p_in) for a in alpha])
pauli_current = (np.einsum('i,ab->iab', (p_in + p_out) / 2, one2)
                 + 0.5j * sigma_cross(p_out - p_in))
current_error = (np.abs(exact_current - pauli_current).max()
                 / np.abs(exact_current).max())
assert current_error < 1e-5

# --- Fourier pairs of the position-space operators ------------------------
mu, w_mu = np.polynomial.legendre.leggauss(12)


def radial_integral(function):
    return quad(lambda r: np.sum(w_mu * function(r, mu)), 0, 12,
                epsabs=1e-11, epsrel=1e-11, limit=200)[0]


# Trial function z^2 exp(-r^2/2) for the zz orbit-orbit kernel.
orbit_r = radial_integral(lambda r, m: 2 * np.pi * r**2 * (1 + m**2)
                          / (8 * np.pi * r) * r**2 * m**2 * np.exp(-r*r/2))
norm_q = 2 * np.pi * (2 * np.pi)**1.5 / (2 * np.pi)**3
orbit_q = radial_integral(lambda q, m: norm_q * (1 - m**2)
                          * (1 - q*q*m*m) * np.exp(-q*q/2))
assert abs(orbit_r - orbit_q) < 1e-8
# Trial function (1+z^2) exp(-r^2/2), equal to 1 at the origin, for the
# zz spin-spin kernel: contact term plus dipolar tensor.
spin_r = -2/3 + radial_integral(
    lambda r, m: 2 * np.pi * r**2 * (1 - 3*m**2) / (4 * np.pi * r**3)
    * (1 + r*r*m*m) * np.exp(-r*r/2))
spin_q = radial_integral(lambda q, m: -norm_q * q*q * (1 - m**2)
                         * (2 - q*q*m*m) * np.exp(-q*q/2))
assert abs(spin_r - spin_q) < 1e-8

# --- Explicit determinant, each Breit-Pauli operator separately -----------
names = ['orbit-orbit', 'spin-other-orbit', 'contact', 'dipolar tensor']


def pair_operators(k1, k2, q):
    """Matrices [s1_out, s2_out, s1_in, s2_in], k1 -> k1+q, k2 -> k2-q."""
    q2 = q @ q
    qq = np.outer(q, q) / q2
    mean1, mean2 = k1 + q/2, k2 - q/2
    j1, j2 = 0.5j * sigma_cross(q), -0.5j * sigma_cross(q)
    orbit = (-(mean1 @ (np.eye(3) - qq) @ mean2) / q2
             * np.einsum('ac,bd->abcd', one2, one2))
    mixed = -(np.einsum('i,ibd,ac->abcd', mean1, j2, one2)
              + np.einsum('i,iac,bd->abcd', mean2, j1, one2)) / q2
    contact = -np.einsum('iac,ibd->abcd', sigma, sigma) / 6
    tensor = np.einsum('ij,iac,jbd->abcd', qq - np.eye(3)/3,
                       sigma, sigma) / 4
    spin_currents = -np.einsum('iac,ibd->abcd', j1, j2) / q2
    assert np.allclose(contact + tensor, spin_currents, atol=1e-12)
    return np.array([orbit, mixed, contact, tensor])


def determinant_energy(points, spins):
    """Direct and exchange sums; a small q stands for the q -> 0 limit."""
    small_q = np.array([0.03, 0.02, 0.01])
    direct = np.zeros(4, dtype=complex)
    exchange = np.zeros(4, dtype=complex)
    for ka in points:
        for kb in points:
            op_direct = pair_operators(ka, kb, small_q)
            same = np.allclose(ka, kb)
            op_exchange = pair_operators(ka, kb,
                                         small_q if same else kb - ka)
            if same:          # no q=0 transverse photon in a periodic box
                op_exchange[:2] = 0
            for s in spins:
                for t in spins:
                    direct += 0.5 * op_direct[:, s, t, s, t]
                    exchange -= 0.5 * op_exchange[:, t, s, s, t]
    assert np.abs(direct.imag).max() < 1e-9
    assert np.abs(exchange.imag).max() < 1e-9
    return direct.real, exchange.real


def lattice_sphere(radius2):
    m = int(np.sqrt(radius2)) + 1
    axis = np.arange(-m, m + 1)
    grid = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    return grid[np.sum(grid**2, axis=1) <= radius2].astype(float)


def orbit_lattice_sum(points):
    """Sum of |k x k'|^2/|k-k'|^4 over distinct wavevectors."""
    norm2 = np.sum(points**2, axis=1)
    total = 0.0
    for start in range(0, len(points), 200):
        block = points[start:start + 200]
        n2 = norm2[start:start + 200, None]
        dot = block @ points.T
        q2 = n2 + norm2 - 2 * dot
        cross2 = n2 * norm2 - dot**2
        total += np.sum(cross2 / np.where(q2 > 0.5, q2, np.inf)**2)
    return total


small_set = lattice_sphere(1)
direct14, exchange14 = determinant_energy(small_set, (0, 1))
assert np.abs(direct14).max() < 1e-9
assert abs(exchange14[1]) < 1e-9 and abs(exchange14[3]) < 1e-9
assert abs(exchange14[0] - orbit_lattice_sum(small_set)) < 1e-9
assert abs(exchange14[2] - len(small_set)**2 / 2) < 1e-9
direct_pol, exchange_pol = determinant_energy(small_set, (0,))
assert abs(direct_pol[2]) > 1
assert abs(direct_pol[2] + exchange_pol[2]) < 1e-9

# --- Larger determinants and their infinite-size limit --------------------
finite = []
for radius2 in (25, 100):
    points = lattice_sphere(radius2)
    kf_lattice = (3 * len(points) / (4 * np.pi))**(1/3)
    coefficient = -orbit_lattice_sum(points) / (4*np.pi**2 * kf_lattice**6)
    finite.append((2 * len(points), kf_lattice, coefficient))
(_, kf_a, c_a), (_, kf_b, c_b) = finite
orbit_extrapolated = (kf_b * c_b - kf_a * c_a) / (kf_b - kf_a)
# Linear extrapolation in 1/kF leaves shell noise and a 1/kF^2 remainder.
assert abs(orbit_extrapolated + 1/3) < 0.02

# --- Analytic integrals used for the orbit-orbit term ---------------------
a_test = 1.3
angular_num = quad(lambda x: (1 - x*x) / (a_test - x)**2, -1, 1)[0]
angular_formula = 2 * (a_test * np.log((a_test+1) / (a_test-1)) - 2)
assert abs(angular_num - angular_formula) < 1e-9
log_1 = quad(lambda t: t * np.log((1+t)/(1-t)), 0, 1)[0]
log_3 = quad(lambda t: t**3 * np.log((1+t)/(1-t)), 0, 1)[0]
assert abs(log_1 - 1) < 1e-7 and abs(log_3 - 2/3) < 1e-7


# --- Fermi-sphere quadrature; lengths of k in units of kF -----------------
def unit_gauss(number):
    x, w = np.polynomial.legendre.leggauss(number)
    return (x + 1) / 2, w / 2


xk, wk = unit_gauss(10)
xw, ww = unit_gauss(40)
xq, wq = unit_gauss(40)
k_len, root, frac = [g.ravel() for g in
                     np.meshgrid(xk, xw, xq, indexing='ij')]
weight = np.einsum('i,j,k->ijk', wk, ww, wq).ravel()
gap = root**3                           # k'/k = 1-gap, clustered near k'=k
ratio = 1 - gap
kp_len = k_len * ratio
difference = k_len * gap
log_range = np.log((1 + ratio) / gap)
q_len = difference * np.exp(frac * log_range)
weight = (weight * 16*np.pi**2 * k_len**3 * ratio * 3*root**2 * log_range)
half_sin2 = np.clip((q_len**2 - difference**2) / (4*k_len*kp_len), 0, 1)
sin_theta = 2 * np.sqrt(half_sin2 * (1 - half_sin2))
zero = np.zeros_like(k_len)
k_vec = np.stack([zero, zero, k_len], axis=1)
kp_vec = np.stack([kp_len*sin_theta, zero, kp_len*(1-2*half_sin2)], axis=1)
q_hat = np.stack([kp_len*sin_theta, zero,
                  -difference - 2*kp_len*half_sin2], axis=1) / q_len[:, None]

coulomb_integral = np.sum(weight)       # double integral of 1/q^2
assert abs(coulomb_integral / (4*np.pi**2) - 1) < 1e-6
orbit_integral = np.sum(weight * (k_len*kp_len*sin_theta / q_len)**2)
assert abs(orbit_integral / (4*np.pi**2/3) - 1) < 1e-5
orbit_coefficient = -orbit_integral / coulomb_integral
contact_coefficient = -np.sum(weight * q_len**2) / (2*coulomb_integral)
darwin_coefficient = contact_coefficient / 2
assert abs(orbit_coefficient + 1/3) < 1e-5
assert abs(contact_coefficient + 2/9) < 1e-5


def dirac_coefficients(b):
    """Exact-spinor exchange ratios over b^2: Breit, retarded, Coulomb."""
    e1, e2 = np.sqrt(1 + (b*k_len)**2), np.sqrt(1 + (b*kp_len)**2)

    def projector(vec, energy):
        h = b * np.einsum('ni,iab->nab', vec, alpha) + beta_matrix
        return 0.5 * (np.eye(4) + h / energy[:, None, None])

    proj, proj_p = projector(k_vec, e1), projector(kp_vec, e2)

    def trace(left, right):
        return np.einsum('nab,nba->n', left, right).real

    transverse = sum(trace(proj @ a, proj_p @ a) for a in alpha)
    a_long = np.einsum('ni,iab->nab', q_hat, alpha)
    transverse = transverse - trace(proj @ a_long, proj_p @ a_long)
    omega_over_q = b * difference * (k_len + kp_len) / (q_len * (e1 + e2))
    scale = 2 * coulomb_integral * b**2
    breit = -np.sum(weight * transverse) / scale
    retarded = -np.sum(weight * transverse / (1 - omega_over_q**2)) / scale
    coulomb = np.sum(weight * (trace(proj, proj_p) - 2)) / scale
    return np.array([breit, retarded, coulomb])


dirac_005 = dirac_coefficients(0.05)
dirac_010 = dirac_coefficients(0.10)
dirac_limit = (4 * dirac_005 - dirac_010) / 3
assert abs(dirac_limit[0] + 5/9) < 1e-4
assert abs(dirac_limit[1] + 5/9) < 1e-4
assert abs(dirac_limit[2] + 1/9) < 1e-4
assert abs(dirac_limit[2] - darwin_coefficient) < 1e-4
assert abs(dirac_limit[0] - orbit_coefficient - contact_coefficient) < 1e-4

# --- Worked example in SI units -------------------------------------------
e, hbar, m, c, eps0 = (const.e, const.hbar, const.m_e, const.c,
                       const.epsilon_0)
density = 1e31


def coulomb_exchange_density(n):
    return -e**2 * (3*np.pi**2*n)**(4/3) / (16*np.pi**4*eps0)


def gas_beta(n):
    return hbar * (3*np.pi**2*n)**(1/3) / (m*c)


k_fermi = (3*np.pi**2*density)**(1/3)
beta = gas_beta(density)
strength = e**2 * hbar**2 / (eps0 * m**2 * c**2)
exchange_ev = coulomb_exchange_density(density) / density / e
orbit_ev = 3 * strength * density / 16 / e
contact_ev = strength * density / 8 / e
total_ev = 5 * strength * density / 16 / e
potential_ev = 5 * strength * density / 8 / e
assert abs(orbit_ev / (orbit_coefficient*beta**2*exchange_ev) - 1) < 1e-4
assert abs(contact_ev / (contact_coefficient*beta**2*exchange_ev) - 1) < 1e-4
dirac_example = dirac_coefficients(beta)
dirac_breit_ev = dirac_example[0] * beta**2 * exchange_ev
dirac_retarded_ev = dirac_example[1] * beta**2 * exchange_ev
assert abs(dirac_breit_ev / total_ev - 1) < 5e-3
assert abs(dirac_retarded_ev / total_ev - 1) < 5e-3


def transverse_density(n):
    return (dirac_limit[0] * gas_beta(n)**2 * coulomb_exchange_density(n))


step = 1e-3 * density
slope_ev = (transverse_density(density + step)
            - transverse_density(density - step)) / (2*step) / e
assert abs(slope_ev / potential_ev - 1) < 1e-3

# --- Output ---------------------------------------------------------------
print(f"Pauli current, relative error at p ~ 0.001 mc: {current_error:.1e}")
print(f"Orbit kernel test, r space and q space: {orbit_r:.6f} {orbit_q:.6f}")
print(f"Spin kernel test, r space and q space: {spin_r:.6f} {spin_q:.6f}")
print("14-electron determinant, unit e^2 hbar^2/(eps0 m^2 c^2 V),")
print("  orbital terms with wavevectors in units of 2 pi/L, L = box edge:")
for name, d, x in zip(names, direct14, exchange14):
    print(f"  {name}: direct {d + 0.0:.4f}, exchange {x + 0.0:.4f}")
print(f"7 parallel spins, contact: direct {direct_pol[2]:.4f}, "
      f"exchange {exchange_pol[2]:.4f}")
for number, kf_value, value in finite:
    print(f"Orbit coefficient, N = {number}, kF L/(2 pi) = "
          f"{kf_value:.4f}: {value:.5f}")
print(f"Orbit coefficient extrapolated in 1/kF: {orbit_extrapolated:.4f}")
print(f"Angular integral at a = {a_test}: quadrature {angular_num:.6f}, "
      f"formula {angular_formula:.6f}")
print(f"Logarithmic integrals with t and t^3: {log_1:.6f} {log_3:.6f}")
print(f"Integral of 1/q^2 over pi^2 kF^4: {coulomb_integral/np.pi**2:.6f}")
print(f"Orbit integral over pi^2 kF^6: {orbit_integral/np.pi**2:.6f}")
print(f"Orbit-orbit coefficient of beta^2: {orbit_coefficient:.6f}")
print(f"Contact coefficient of beta^2: {contact_coefficient:.6f}")
print(f"Sum of the two: {orbit_coefficient + contact_coefficient:.6f}")
print(f"Darwin exchange coefficient: {darwin_coefficient:.6f}")
print("Dirac ratios over beta^2: instantaneous, retarded, Coulomb")
for label, row in [("beta = 0.10", dirac_010), ("beta = 0.05", dirac_005),
                   ("beta -> 0", dirac_limit)]:
    print(f"  {label}: {row[0]:.6f} {row[1]:.6f} {row[2]:.6f}")
print(f"Transverse plus Coulomb, beta -> 0: "
      f"{dirac_limit[1] + dirac_limit[2]:.6f}")
print(f"Example density: {density:.1e} m^-3")
print(f"Fermi wavevector: {k_fermi:.5e} m^-1")
print(f"beta: {beta:.6f}")
print(f"beta^2: {beta**2:.5e}")
print(f"Coulomb exchange per electron: {exchange_ev:.4f} eV")
print(f"Orbit-orbit energy per electron: {orbit_ev:.6f} eV")
print(f"Contact energy per electron: {contact_ev:.6f} eV")
print(f"Transverse energy per electron: {total_ev:.6f} eV")
print(f"Same in joule: {total_ev*e:.4e} J")
print(f"Finite-beta Dirac, instantaneous: {dirac_breit_ev:.6f} eV")
print(f"Finite-beta Dirac, retarded: {dirac_retarded_ev:.6f} eV")
print(f"Local transverse potential: {potential_ev:.6f} eV")
print(f"Potential from numerical derivative: {slope_ev:.6f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Pauli current, relative error at p ~ 0.001 mc: 4.1e-07
Orbit kernel test, r space and q space: 0.533333 0.533333
Spin kernel test, r space and q space: -0.933333 -0.933333
14-electron determinant, unit e^2 hbar^2/(eps0 m^2 c^2 V),
  orbital terms with wavevectors in units of 2 pi/L, L = box edge:
  orbit-orbit: direct 0.0000, exchange 6.0000
  spin-other-orbit: direct 0.0000, exchange 0.0000
  contact: direct 0.0000, exchange 24.5000
  dipolar tensor: direct 0.0000, exchange -0.0000
7 parallel spins, contact: direct -4.0833, exchange 4.0833
Orbit coefficient, N = 1030, kF L/(2 pi) = 4.9725: -0.26054
Orbit coefficient, N = 8338, kF L/(2 pi) = 9.9842: -0.29640
Orbit coefficient extrapolated in 1/kF: -0.3320
Angular integral at a = 1.3: quadrature 1.295893, formula 1.295893
Logarithmic integrals with t and t^3: 1.000000 0.666667
Integral of 1/q^2 over pi^2 kF^4: 4.000000
Orbit integral over pi^2 kF^6: 1.333333
Orbit-orbit coefficient of beta^2: -0.333333
Contact coefficient of beta^2: -0.222222
Sum of the two: -0.555556
Darwin exchange coefficient: -0.111111
Dirac ratios over beta^2: instantaneous, retarded, Coulomb
  beta = 0.10: -0.551915 -0.552300 -0.110394
  beta = 0.05: -0.554641 -0.554737 -0.110931
  beta -> 0: -0.555549 -0.555550 -0.111110
Transverse plus Coulomb, beta -> 0: -0.666660
Example density: 1.0e+31 m^-3
Fermi wavevector: 6.66511e+10 m^-1
beta: 0.025738
beta^2: 6.62441e-04
Coulomb exchange per electron: -22.9124 eV
Orbit-orbit energy per electron: 0.005059 eV
Contact energy per electron: 0.003373 eV
Transverse energy per electron: 0.008432 eV
Same in joule: 1.3510e-21 J
Finite-beta Dirac, instantaneous: 0.008429 eV
Finite-beta Dirac, retarded: 0.008429 eV
Local transverse potential: 0.016865 eV
Potential from numerical derivative: 0.016864 eV
ALL CHECKS PASSED
```
